# The Williamson-Hall line and the bias from uncorrected instrument width: a numerical check

```python
"""
Result under test: the Williamson-Hall line and its instrumental bias.
  breadth*cos(theta) = wavelength/D + 4*eps*sin(theta) + b*cos(theta)
breadth : integral breadth (area / peak height) in radians of 2theta
theta   : Bragg angle, half of the scattering angle
D       : volume-weighted column length along the diffraction vector
eps     : half the integral breadth of the distribution of (delta d)/d
b       : integral breadth of the instrument profile, constant in 2theta
If b is ignored, the fitted intercept rises by c0*b and the slope changes
by c1*b, where c0 + c1*sin(theta) is the least-squares line of cos(theta).
Claim: c0 > 1 and c1 < 0 for every set of distinct angles in (0, 90 deg).
Example: nanocrystalline tungsten film, rough typical parameters.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import erfcx

WAVELENGTH = 0.154          # nm, Cu K-alpha1, rough
LATTICE = 0.317             # nm, bcc tungsten, rough
SIZE = 40.0                 # nm
EPS = 1.5e-3
B = np.radians(0.10)
CALIBRATION_ERROR = np.radians(0.01)
BREADTH_NOISE = np.radians(0.01)
SPECTRAL_FWHM = 3.0e-4      # relative width of the emission line, rough
DOUBLET_SPLIT = 2.5e-3      # relative K-alpha1/K-alpha2 separation, rough
STIFFNESS = (520.0, 205.0, 160.0)   # GPa, C11, C12, C44, rough
HKL = np.array([[1, 1, 0], [2, 0, 0], [2, 1, 1], [2, 2, 0],
                [3, 1, 0], [2, 2, 2], [3, 2, 1]])

rng = np.random.default_rng(7)
spacing = LATTICE / np.sqrt((HKL**2).sum(axis=1))
x = WAVELENGTH / (2 * spacing)
theta = np.arcsin(x)
cosine = np.cos(theta)


def fit_line(abscissa, ordinate, weights=None):
    slope, intercept = np.polyfit(abscissa, ordinate, 1, w=weights)
    return intercept, slope


def full_width(offset, profile):
    half = profile.max() / 2
    above = np.flatnonzero(profile >= half)
    i, j = above[0], above[-1]
    left = offset[i-1] + (offset[i] - offset[i-1]) * (
        half - profile[i-1]) / (profile[i] - profile[i-1])
    right = offset[j] + (offset[j+1] - offset[j]) * (
        profile[j] - half) / (profile[j] - profile[j+1])
    return right - left


# Size breadth from explicit plane sums, for a non-exponential distribution
planes = np.arange(1, 401)
column_prob = np.exp(-0.5 * (np.log(planes / 60) / 0.4)**2) / planes
column_prob /= column_prob.sum()
h_period = (np.arange(2048) + 0.5) / 2048


def column_intensity(h, numbers, probability):
    waves = np.sin(np.pi * np.outer(h, numbers))**2
    return waves @ probability / np.sin(np.pi * h)**2


area = column_intensity(h_period, planes, column_prob).mean()
height = column_intensity(np.array([1e-7]), planes, column_prob)[0]
mean_n = column_prob @ planes
mean_n2 = column_prob @ planes**2
assert abs(area / height * mean_n2 / mean_n - 1) < 1e-6

# Geometrically distributed columns give a Lorentzian near the peak
ratio = 0.99
many = np.arange(1, 3001)
geometric = (1 - ratio) * ratio**(many - 1)
h_near = np.linspace(1e-6, 0.05, 400)
shape = column_intensity(h_near, many, geometric)
shape /= shape[0]
volume_mean = (geometric @ many**2) / (geometric @ many)
lorentz = 1 / (1 + (np.pi * h_near * volume_mean)**2)
shape_error = np.max(np.abs(shape - lorentz))
assert shape_error < 1e-3


def simulate(theta0, d):
    """Angular breadths of a peak without and with the instrument."""
    count = SIZE / d
    r = (count - 1) / (count + 1)
    n = np.arange(1, int(8 * count))
    h = 0.25 * np.linspace(1e-4, 1, 1500)**2
    laue = column_intensity(h, n, r**n)
    offset = np.radians(np.linspace(-5, 5, 2001))
    s = 2 * np.sin(theta0 + offset / 2) / WAVELENGTH
    u = (np.arange(1500) + 0.5) / 1500
    strain = 2 * EPS / np.pi * np.tan(np.pi * (u - 0.5))
    strain = strain[np.abs(strain) < 0.05]
    deviation = np.abs(np.outer(s * d, 1 + strain) - 1)
    bare = np.interp(deviation, h, laue).mean(axis=1)
    instrument = 1 / (1 + (np.pi * offset / B)**2)
    seen = np.convolve(bare, instrument, mode="same")
    # a Lorentzian has integral breadth (pi/2) * full width at half maximum
    return [np.pi / 2 * full_width(offset, p) for p in (bare, seen)]


simulated = np.array([simulate(t, d) for t, d in zip(theta, spacing)])
size_part = WAVELENGTH / (SIZE * cosine)
strain_part = 4 * EPS * np.tan(theta)
sample = size_part + strain_part
observed = sample + B
sim_error = max(np.max(np.abs(simulated[:, 0] / sample - 1)),
                np.max(np.abs(simulated[:, 1] / observed - 1)))
assert sim_error < 0.01

# Intercept and slope bias, simulated profiles against the formula
c0, c1 = fit_line(x, cosine)
sim_bare = fit_line(x, simulated[:, 0] * cosine)
sim_seen = fit_line(x, simulated[:, 1] * cosine)
assert abs((sim_seen[0] - sim_bare[0]) / (c0 * B) - 1) < 0.02
assert abs((sim_seen[1] - sim_bare[1]) / (c1 * B) - 1) < 0.03
assert abs(WAVELENGTH / sim_bare[0] / SIZE - 1) < 0.02
assert abs(sim_bare[1] / (4 * EPS) - 1) < 0.02


def apparent_size(size, width):
    return size / (1 + c0 * width * size / WAVELENGTH)


size_app = apparent_size(SIZE, B)
eps_app = EPS + c1 * B / 4
assert abs(WAVELENGTH / sim_seen[0] / size_app - 1) < 0.02

# The signs of the bias for random angle sets and random positive weights
smallest_c0, largest_c1 = np.inf, -np.inf
for _ in range(2000):
    angles = np.radians(rng.uniform(5, 85, rng.integers(3, 9)))
    trial = fit_line(np.sin(angles), np.cos(angles),
                     rng.uniform(0.3, 3, angles.size))
    smallest_c0 = min(smallest_c0, trial[0])
    largest_c1 = max(largest_c1, trial[1])
assert smallest_c0 > 1 and largest_c1 < 0

# Straightness of the uncorrected plot
fit_seen = fit_line(x, observed * cosine)
misfit = np.max(np.abs((fit_seen[0] + fit_seen[1] * x)
                       / (observed * cosine) - 1))

# A wavelength spread changes the slope only
spread = np.pi / 2 * SPECTRAL_FWHM
spectral = 2 * (np.arcsin(x * (1 + spread / 2))
                - np.arcsin(x * (1 - spread / 2)))
spec_fit = fit_line(x, spectral * cosine)
assert abs(spec_fit[0]) < 1e-4 * spec_fit[1]
assert abs(spec_fit[1] / (2 * spread) - 1) < 1e-4

# All-Gaussian case: numerical convolutions and the squared plot
grid = np.radians(np.linspace(-5, 5, 2001))
gauss_breadth = []
for w_size, w_strain in zip(size_part, strain_part):
    g = [np.exp(-np.pi * (grid / w)**2) for w in (w_size, w_strain, B)]
    total = np.convolve(np.convolve(g[0], g[1], "same"), g[2], "same")
    gauss_breadth.append(total.sum() * (grid[1] - grid[0]) / total.max())
square_fit = fit_line(x**2, (np.array(gauss_breadth) * cosine)**2)
assert abs((square_fit[0] - (WAVELENGTH / SIZE)**2) / B**2 - 1) < 1e-4
assert abs((square_fit[1] - 16 * EPS**2) / -B**2 - 1) < 1e-4
size_gauss = WAVELENGTH / np.sqrt(square_fit[0])
eps_gauss = np.sqrt(square_fit[1]) / 4


# Lorentzian sample seen through a Gaussian instrument
def voigt_breadth(lorentz_width, gauss_width):
    return gauss_width / erfcx(lorentz_width / (np.sqrt(np.pi) * gauss_width))


for q in (0.5, 2.0, 6.0):
    overlap = quad(lambda t: np.exp(-np.pi * t**2)
                   / (q * (1 + (np.pi * t / q)**2)), -8, 8,
                   points=[0], limit=200)[0]
    assert abs(voigt_breadth(q, 1.0) * overlap - 1) < 1e-7
voigt = voigt_breadth(sample, B)
size_voigt = WAVELENGTH / fit_line(x, voigt * cosine)[0]
size_over = WAVELENGTH / fit_line(x, (voigt - B) * cosine)[0]
assert size_over > SIZE > size_voigt

# Finite scan of +-5 breadths with a flat background drawn at its ends
end = 1 / (1 + (5 * np.pi)**2)
kept = quad(lambda t: (1 / (1 + (np.pi * t)**2) - end) / (1 - end),
            -5, 5, points=[0])[0]

# Elastic anisotropy: strain along each normal under equal uniaxial stress
c11, c12, c44 = STIFFNESS
stiff = np.diag([c11 - c12] * 3 + [c44] * 3)
stiff[:3, :3] += c12
compliance = np.linalg.inv(stiff)
modulus = []
for v in HKL / np.sqrt((HKL**2).sum(axis=1))[:, None]:
    stress = np.array([v[0]**2, v[1]**2, v[2]**2,
                       v[1] * v[2], v[0] * v[2], v[0] * v[1]])
    modulus.append(1 / (stress @ compliance @ stress))
modulus = np.array(modulus)
eps_hkl = EPS / modulus / np.mean(1 / modulus)
size_aniso = WAVELENGTH / fit_line(x, WAVELENGTH / SIZE + 4*eps_hkl*x)[0]

# Random breadth errors: linear propagation against random trials
weights = np.linalg.pinv(np.column_stack([np.ones_like(x), x]))[0]
noise_intercept = BREADTH_NOISE * np.linalg.norm(weights * cosine)
draws = sample[:, None] + BREADTH_NOISE * rng.normal(size=(x.size, 20000))
trials = np.polyfit(x, draws * cosine[:, None], 1)[1]
assert abs(trials.std() / noise_intercept - 1) < 0.03
noise_size = SIZE**2 / WAVELENGTH * noise_intercept

deg = np.degrees
print(f"wavelength {WAVELENGTH:.3f} nm, lattice {LATTICE:.3f} nm")
print(f"true D {SIZE:.1f} nm, true eps {EPS:.5f}")
print(f"instrument b {deg(B):.3f} deg = {B:.6f} rad")
print("hkl, 2theta, size, strain, sample, observed breadth (deg)")
for i, ref in enumerate(HKL):
    name = "".join(map(str, ref))
    print(f"{name} {deg(2*theta[i]):.2f} {deg(size_part[i]):.4f} "
          f"{deg(strain_part[i]):.4f} {deg(sample[i]):.4f} "
          f"{deg(observed[i]):.4f}")
print(f"largest simulated breadth deviation {100*sim_error:.3f} %")
print(f"largest Lorentzian shape error {shape_error:.1e} of peak")
print(f"c0 {c0:.4f}, c1 {c1:.4f} (dimensionless)")
print(f"random sets: min c0 {smallest_c0:.4f}, max c1 {largest_c1:.4f}")
print(f"true intercept {WAVELENGTH/SIZE:.6f} rad")
print(f"intercept bias c0*b {c0*B:.6f} rad")
print(f"uncorrected intercept {fit_seen[0]:.6f} rad")
print(f"true slope {4*EPS:.6f} rad, bias {c1*B:.6f} rad")
print(f"uncorrected slope {fit_seen[1]:.6f} rad")
print(f"apparent D {size_app:.2f} nm = {10*size_app:.1f} angstrom")
print(f"apparent eps {eps_app:.6f} = {100*eps_app:.4f} %")
print(f"simulated, no instrument: D {WAVELENGTH/sim_bare[0]:.2f} nm, "
      f"eps {sim_bare[1]/4:.6f}")
print(f"simulated, uncorrected: D {WAVELENGTH/sim_seen[0]:.2f} nm, "
      f"eps {sim_seen[1]/4:.6f}")
print(f"largest misfit of uncorrected line {100*misfit:.2f} %")
print(f"apparent-size ceiling {WAVELENGTH/(c0*B):.2f} nm")
print(f"slope turns negative below eps {-c1*B/4:.6f}")
for true_size in (20.0, 100.0, 200.0):
    print(f"true D {true_size:.0f} nm: apparent D "
          f"{apparent_size(true_size, B):.2f} nm")
print(f"calibration error {deg(CALIBRATION_ERROR):.3f} deg, b too small:")
for true_size in (40.0, 200.0):
    print(f"  true D {true_size:.0f} nm: found D "
          f"{apparent_size(true_size, CALIBRATION_ERROR):.2f} nm")
print(f"all-Gaussian, uncorrected: D {size_gauss:.2f} nm, "
      f"eps {eps_gauss:.6f}")
print(f"Gaussian instrument, uncorrected: D {size_voigt:.2f} nm")
print(f"Gaussian instrument, b subtracted: D {size_over:.2f} nm")
print(f"scan +-5 breadths: breadth kept {100*kept:.2f} %, "
      f"D {SIZE/kept:.2f} nm")
print(f"spectral FWHM {SPECTRAL_FWHM:.1e}: added eps {spec_fit[1]/4:.6f}")
split = deg(2 * np.tan(theta) * DOUBLET_SPLIT)
print(f"relative K-alpha doublet separation {DOUBLET_SPLIT:.4f}")
print(f"K-alpha2 offset, first and last peak: "
      f"{split[0]:.3f}, {split[-1]:.3f} deg")
print(f"C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Young modulus range {modulus.min():.1f} to {modulus.max():.1f} GPa")
print(f"D with elastic anisotropy {size_aniso:.2f} nm")
print(f"breadth noise {deg(BREADTH_NOISE):.3f} deg: "
      f"D uncertainty {noise_size:.2f} nm")
print("every check passed")
```

Running it gives:

```
wavelength 0.154 nm, lattice 0.317 nm
true D 40.0 nm, true eps 0.00150
instrument b 0.100 deg = 0.001745 rad
hkl, 2theta, size, strain, sample, observed breadth (deg)
110 40.18 0.2349 0.1257 0.3606 0.4606
200 58.13 0.2524 0.1911 0.4434 0.5434
211 73.02 0.2745 0.2545 0.5289 0.6289
220 86.79 0.3036 0.3250 0.6286 0.7286
310 100.37 0.3445 0.4124 0.7569 0.8569
222 114.58 0.4082 0.5353 0.9436 1.0436
321 130.70 0.5289 0.7491 1.2779 1.3779
largest simulated breadth deviation 0.016 %
largest Lorentzian shape error 9.6e-06 of peak
c0 1.3015, c1 -0.9005 (dimensionless)
random sets: min c0 1.0151, max c1 -0.2027
true intercept 0.003850 rad
intercept bias c0*b 0.002272 rad
uncorrected intercept 0.006122 rad
true slope 0.006000 rad, bias -0.001572 rad
uncorrected slope 0.004428 rad
apparent D 25.16 nm = 251.6 angstrom
apparent eps 0.001107 = 0.1107 %
simulated, no instrument: D 39.99 nm, eps 0.001500
simulated, uncorrected: D 25.15 nm, eps 0.001107
largest misfit of uncorrected line 1.23 %
apparent-size ceiling 67.80 nm
slope turns negative below eps 0.000393
true D 20 nm: apparent D 15.44 nm
true D 100 nm: apparent D 40.40 nm
true D 200 nm: apparent D 50.63 nm
calibration error 0.010 deg, b too small:
  true D 40 nm: found D 37.77 nm
  true D 200 nm: found D 154.44 nm
all-Gaussian, uncorrected: D 36.43 nm, eps 0.001435
Gaussian instrument, uncorrected: D 32.32 nm
Gaussian instrument, b subtracted: D 61.75 nm
scan +-5 breadths: breadth kept 92.29 %, D 43.34 nm
spectral FWHM 3.0e-04: added eps 0.000236
relative K-alpha doublet separation 0.0025
K-alpha2 offset, first and last peak: 0.105, 0.624 deg
C11, C12, C44: 520, 205, 160 GPa
Young modulus range 404.1 to 409.5 GPa
D with elastic anisotropy 39.79 nm
breadth noise 0.010 deg: D uncertainty 2.12 nm
every check passed
```
